# The Dudarev Hubbard potential with an ultrasoft overlap operator: a program that tests the result

```python
"""Hubbard correction with an ultrasoft overlap operator S.

Result under test, for one spin channel:
  n[m,k] = sum_i f_i <phi_m|S|psi_i><psi_i|S|phi_k>
  E_U    = (U/2) Tr(n - n n)
  V_U    = sum_mk S|phi_m> (U/2)(delta_mk - 2 n[m,k]) <phi_k|S
  (H + V_U) psi_i = eps_i S psi_i,  <psi_i|S|psi_j> = delta_ij
phi: localized pseudo-orbitals; psi: pseudo-orbitals of the whole system;
f: occupations; U: Hubbard parameter; H: Hamiltonian without Hubbard term.
The model is one-dimensional, in Hartree atomic units. Grid vectors contain
sqrt(grid step) times the function, so plain dot products are integrals.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]


def occupation_matrix(phi, overlap, psi, f):
    amplitudes = phi.conj().T @ overlap @ psi
    return (amplitudes * f) @ amplitudes.conj().T


def hubbard_energy(n, u):
    return 0.5 * u * np.trace(n - n @ n).real


def hubbard_potential(phi, overlap, n, u):
    projector = overlap @ phi
    strength = 0.5 * u * (np.eye(len(n)) - 2 * n)
    return projector @ strength @ projector.conj().T


def total_energy(hamiltonian, overlap, phi, psi, u):
    n = occupation_matrix(phi, overlap, psi, np.ones(psi.shape[1]))
    return np.trace(psi.T @ hamiltonian @ psi) + hubbard_energy(n, u)


def self_consistent(hamiltonian, overlap, phi, u, start):
    n = start.copy()
    for iteration in range(150):
        full = hamiltonian + hubbard_potential(phi, overlap, n, u)
        eps, psi = eigh(full, overlap, subset_by_index=[0, 2])
        new = occupation_matrix(phi, overlap, psi[:, :2], np.ones(2))
        change = np.max(np.abs(new - n))
        n = new
        if change < 1e-10:
            break
    assert change < 1e-10, "Hubbard occupations did not converge"
    energy = total_energy(hamiltonian, overlap, phi, psi[:, :2], u)
    return eps, psi, n, energy


# Model parameters
half_box, points = 10.0, 401
well_depth, well_width = 4.0, 1.0
core_radius, core_reduction, local_barrier = 1.5, 0.5, 8.0
neighbour_depth, neighbour_center, neighbour_half_width = 1.2, 3.5, 2.0
U = 0.2

x = np.linspace(-half_box, half_box, points)
step = x[1] - x[0]
kinetic = 1.25 * np.eye(points)
for distance, coefficient in ((1, -2 / 3), (2, 1 / 24)):
    kinetic += coefficient * (np.eye(points, k=distance)
                              + np.eye(points, k=-distance))
kinetic /= step**2
v_atom = -well_depth * np.exp(-(x / well_width)**2)
shift = x - neighbour_center
v_neighbour = np.where(
    np.abs(shift) < neighbour_half_width,
    -neighbour_depth * np.cos(np.pi * shift / (2 * neighbour_half_width))**2,
    0.0)

# Ultrasoft construction from four all-electron reference states
h_ae_atom = kinetic + np.diag(v_atom)
ref_energy, ae_wave = eigh(h_ae_atom, subset_by_index=[0, 3])
core_shape = np.clip(1 - (x / core_radius)**2, 0, None)**3
ps_wave = (1 - core_reduction * core_shape)[:, None] * ae_wave
h_local = kinetic + np.diag(v_atom + local_barrier * core_shape)
chi = ps_wave * ref_energy - h_local @ ps_wave
b_matrix = ps_wave.T @ chi
beta = chi @ np.linalg.inv(b_matrix)
q = ae_wave.T @ ae_wave - ps_wave.T @ ps_wave
d_matrix = b_matrix + q * ref_energy
assert np.allclose(d_matrix, d_matrix.T, atol=1e-8)
S = np.eye(points) + beta @ q @ beta.T
S = 0.5 * (S + S.T)
h_ps_atom = h_local + beta @ d_matrix @ beta.T
h_ps_atom = 0.5 * (h_ps_atom + h_ps_atom.T)
identity = np.eye(points)
phi_ae, phi = ae_wave[:, :2], ps_wave[:, :2]
smallest_s = eigh(S, eigvals_only=True, subset_by_index=[0, 0])[0]
assert smallest_s > 0
ps_atom_energy = eigh(h_ps_atom, S, eigvals_only=True,
                      subset_by_index=[0, 3])
assert np.allclose(ps_atom_energy, ref_energy, atol=1e-7)
assert np.allclose(phi.T @ S @ phi, np.eye(2), atol=1e-8)

# Atom with neighbour, without U: all-electron against ultrasoft
h_ae = h_ae_atom + np.diag(v_neighbour)
h_ps = h_ps_atom + np.diag(v_neighbour)
eps_ae, psi_ae = eigh(h_ae, subset_by_index=[0, 2])
eps_ps, psi_six = eigh(h_ps, S, subset_by_index=[0, 5])
psi0 = psi_six[:, :3]
ones = np.ones(2)
n_ae = occupation_matrix(phi_ae, identity, psi_ae[:, :2], ones)
n_ps = occupation_matrix(phi, S, psi0[:, :2], ones)
n_bare = occupation_matrix(phi, identity, psi0[:, :2], ones)
error_s = np.max(np.abs(np.diag(n_ps - n_ae)))
error_bare = np.max(np.abs(np.diag(n_bare - n_ae)))
assert np.max(np.abs(eps_ps[:3] - eps_ae)) < 5e-3
assert error_s < 1e-2 and error_s < 0.1 * error_bare

# Reconstructed all-electron overlap and its remainder
delta_wave = ae_wave - ps_wave
reconstructed = psi0 + delta_wave @ (beta.T @ psi0)
residual = psi0 - ps_wave @ (beta.T @ psi0)
overlap_difference = reconstructed.T @ phi_ae - psi0.T @ S @ phi
remainder = residual.T @ delta_wave[:, :2]
assert np.allclose(overlap_difference, remainder, atol=1e-8)

# Bounds, and what happens when phi is normalized without S
n_six = occupation_matrix(phi, S, psi_six, np.ones(6))
n_six_eigenvalues = np.linalg.eigvalsh(n_six)
assert n_six_eigenvalues[0] > -1e-9 and n_six_eigenvalues[-1] < 1 + 1e-9
phi_wrong_norm = phi / np.linalg.norm(phi, axis=0)
n_wrong_norm = occupation_matrix(phi_wrong_norm, S, psi_six, np.ones(6))
largest_wrong = np.linalg.eigvalsh(n_wrong_norm)[-1]
assert largest_wrong > 1.05

# Functional derivative for complex orbitals and fractional occupations
rng = np.random.default_rng(7)
mix = rng.normal(size=(6, 3)) + 1j * rng.normal(size=(6, 3))
trial = psi_six @ np.linalg.qr(mix)[0]
direction = psi_six @ (rng.normal(size=(6, 3))
                       + 1j * rng.normal(size=(6, 3)))
fractions = np.array([1.0, 0.7, 0.4])
n_trial = occupation_matrix(phi, S, trial, fractions)
trial_eigenvalues = np.linalg.eigvalsh(n_trial)
assert trial_eigenvalues[0] > -1e-9 and trial_eigenvalues[-1] < 1 + 1e-9


def displaced_energy(t):
    return hubbard_energy(
        occupation_matrix(phi, S, trial + t * direction, fractions), U)


def predicted_slope(potential):
    elements = np.sum(direction.conj() * (potential @ trial), axis=0)
    return 2 * np.sum(fractions * elements).real


# The energy is quartic in t, so this five-point rule has no step error.
t = 0.1
slope_numeric = (-displaced_energy(2 * t) + 8 * displaced_energy(t)
                 - 8 * displaced_energy(-t)
                 + displaced_energy(-2 * t)) / (12 * t)
slope = predicted_slope(hubbard_potential(phi, S, n_trial, U))
slope_transposed = predicted_slope(hubbard_potential(phi, S, n_trial.T, U))
slope_bare = predicted_slope(hubbard_potential(phi, identity, n_trial, U))
assert abs(slope - slope_numeric) < 1e-9
assert abs(slope_transposed - slope_numeric) > 1e-5
assert abs(slope_bare - slope_numeric) > 1e-5

# Isolated atom with even orbital filled and odd orbital empty
n_atom = np.diag([1.0, 0.0])
atom_u = eigh(h_ps_atom + hubbard_potential(phi, S, n_atom, U), S,
              eigvals_only=True, subset_by_index=[0, 1])
atom_bare = eigh(h_ps_atom + hubbard_potential(phi, identity, n_atom, U), S,
                 eigvals_only=True, subset_by_index=[0, 1])
atom_shift = atom_u - ref_energy[:2]
bare_shift = atom_bare - ref_energy[:2]
assert np.allclose(atom_shift, [-U / 2, U / 2], atol=1e-7)
assert np.max(np.abs(bare_shift - atom_shift)) > 1e-3

# Self-consistent Hubbard calculation
eps_u, psi_u, n_u, energy_u = self_consistent(h_ps, S, phi, U, n_ps)
eps_ae_u, psi_ae_u, n_ae_u, energy_ae_u = self_consistent(
    h_ae, identity, phi_ae, U, n_ae)
assert np.max(np.abs(n_u - n_ae_u)) < 1e-2
assert abs(energy_u - energy_ae_u) < 1e-2
band_sum = np.sum(eps_u[:2])
double_counting = 0.5 * U * np.trace(n_u @ n_u)
assert abs(band_sum + double_counting - energy_u) < 1e-8


def rotation_slope(orbitals, angle=1e-3):
    energies = []
    for a in (angle, -angle):
        rotated = np.cos(a) * orbitals[:, 1] + np.sin(a) * orbitals[:, 2]
        occupied = np.column_stack((orbitals[:, 0], rotated))
        energies.append(total_energy(h_ps, S, phi, occupied, U))
    return (energies[0] - energies[1]) / (2 * angle)


slope_relaxed = rotation_slope(psi_u)
slope_unrelaxed = rotation_slope(psi0)
assert abs(slope_relaxed) < 1e-6
assert abs(slope_unrelaxed) > 1e-4

du = 0.002
energy_plus = self_consistent(h_ps, S, phi, U + du, n_u)[3]
energy_minus = self_consistent(h_ps, S, phi, U - du, n_u)[3]
derivative_numeric = (energy_plus - energy_minus) / (2 * du)
derivative_formula = 0.5 * np.trace(n_u - n_u @ n_u)
assert abs(derivative_numeric - derivative_formula) < 1e-5


def show(label, values, unit="", digits=6):
    numbers = " ".join(f"{v:.{digits}f}" for v in np.ravel(values))
    print(f"{label}: {numbers} {unit}".rstrip())


show("Box half-length, grid step", [half_box, step], "bohr", 2)
show("Atomic well depth", well_depth, "Ha", 2)
show("Atomic Gaussian width", well_width, "bohr", 2)
show("Core radius", core_radius, "bohr", 2)
show("Fractional amplitude reduction at center", core_reduction, "", 2)
show("Added local barrier", local_barrier, "Ha", 2)
show("Neighbour depth", neighbour_depth, "Ha", 2)
show("Neighbour center, half-width",
     [neighbour_center, neighbour_half_width], "bohr", 2)
show("Hubbard U", U, "Ha", 3)
show("Hubbard U", U * EV, "eV", 4)
show("Four atomic reference energies", ref_energy, "Ha")
show("Plain norms <phi|phi>, even odd", np.sum(phi**2, axis=0))
show("Augmentation charges q, even odd", np.diag(q)[:2])
show("Smallest eigenvalue of S", smallest_s)
show("U=0 all-electron energies, three states", eps_ae, "Ha")
show("U=0 ultrasoft energies, three states", eps_ps[:3], "Ha")
show("U=0 all-electron n00 n01 n11", n_ae[[0, 0, 1], [0, 1, 1]])
show("U=0 ultrasoft n00 n01 n11 with S", n_ps[[0, 0, 1], [0, 1, 1]])
show("U=0 n00 n01 n11 without S", n_bare[[0, 0, 1], [0, 1, 1]])
show("Largest diagonal n error with S, without S", [error_s, error_bare])
show("Overlap remainder, second orbital with odd phi", remainder[1, 1], "", 8)
show("Eigenvalues of n, six filled orbitals", n_six_eigenvalues)
show("Largest n if phi has plain norm one", largest_wrong)
show("Complex test, numerical slope of E_U", slope_numeric, "Ha", 8)
show("Complex test, slope from V_U", slope, "Ha", 8)
show("Complex test, slope with transposed n", slope_transposed, "Ha", 8)
show("Complex test, slope with bare phi in V_U", slope_bare, "Ha", 8)
show("Atomic shifts with S, even odd", atom_shift, "Ha")
show("Atomic shifts with bare phi, even odd", bare_shift, "Ha")
show("With U, ultrasoft n00 n01 n11", n_u[[0, 0, 1], [0, 1, 1]])
show("With U, all-electron n00 n01 n11", n_ae_u[[0, 0, 1], [0, 1, 1]])
v_u = 0.5 * U * (np.eye(2) - 2 * n_u)
show("Hubbard strengths v00 v01 v11", v_u[[0, 0, 1], [0, 1, 1]], "Ha")
show("With U, ultrasoft energies, three states", eps_u, "Ha")
show("With U, all-electron energies, three states", eps_ae_u, "Ha")
show("Gap second-third state, U=0 and with U",
     [eps_ps[2] - eps_ps[1], eps_u[2] - eps_u[1]], "Ha")
show("Hubbard energy E_U", hubbard_energy(n_u, U), "Ha")
show("Hubbard energy E_U", hubbard_energy(n_u, U) * EV, "eV", 4)
show("Sum of occupied eigenvalues", band_sum, "Ha")
show("Correction (U/2) Tr n^2", double_counting, "Ha")
show("Total energy, ultrasoft", energy_u, "Ha")
show("Total energy, ultrasoft", energy_u * EV, "eV", 4)
show("Total energy, all-electron", energy_ae_u, "Ha")
show("Rotation slope, orbitals solved with V_U", slope_relaxed, "Ha", 9)
show("Rotation slope, orbitals solved without V_U", slope_unrelaxed, "Ha")
show("dE/dU, finite difference", derivative_numeric, "", 7)
show("dE/dU, half Tr(n-n^2)", derivative_formula, "", 7)
print("OK")
```

Printed output:

```
Box half-length, grid step: 10.00 0.05 bohr
Atomic well depth: 4.00 Ha
Atomic Gaussian width: 1.00 bohr
Core radius: 1.50 bohr
Fractional amplitude reduction at center: 0.50
Added local barrier: 8.00 Ha
Neighbour depth: 1.20 Ha
Neighbour center, half-width: 3.50 2.00 bohr
Hubbard U: 0.200 Ha
Hubbard U: 5.4423 eV
Four atomic reference energies: -2.774496 -0.783922 0.028170 0.064816 Ha
Plain norms <phi|phi>, even odd: 0.396578 0.718235
Augmentation charges q, even odd: 0.603422 0.281765
Smallest eigenvalue of S: 1.000000
U=0 all-electron energies, three states: -2.774668 -0.823791 -0.644159 Ha
U=0 ultrasoft energies, three states: -2.774668 -0.823775 -0.644109 Ha
U=0 all-electron n00 n01 n11: 0.999996 -0.000579 0.851731
U=0 ultrasoft n00 n01 n11 with S: 0.999996 -0.000579 0.851846
U=0 n00 n01 n11 without S: 0.157396 0.005789 0.459804
Largest diagonal n error with S, without S: 0.000115 0.842600
Overlap remainder, second orbital with odd phi: 0.00002106
Eigenvalues of n, six filled orbitals: 0.999370 1.000000
Largest n if phi has plain norm one: 2.521571
Complex test, numerical slope of E_U: -0.03008106 Ha
Complex test, slope from V_U: -0.03008106 Ha
Complex test, slope with transposed n: -0.07845459 Ha
Complex test, slope with bare phi in V_U: -0.01953004 Ha
Atomic shifts with S, even odd: -0.100000 0.100000 Ha
Atomic shifts with bare phi, even odd: -0.015740 0.051471 Ha
With U, ultrasoft n00 n01 n11: 0.999996 -0.000440 0.927621
With U, all-electron n00 n01 n11: 0.999996 -0.000441 0.927564
Hubbard strengths v00 v01 v11: -0.099999 0.000088 -0.085524 Ha
With U, ultrasoft energies, three states: -2.874667 -0.900382 -0.652888 Ha
With U, all-electron energies, three states: -2.874667 -0.900380 -0.652943 Ha
Gap second-third state, U=0 and with U: 0.179665 0.247494 Ha
Hubbard energy E_U: 0.006714 Ha
Hubbard energy E_U: 0.1827 eV
Sum of occupied eigenvalues: -3.775048 Ha
Correction (U/2) Tr n^2: 0.186047 Ha
Total energy, ultrasoft: -3.589001 Ha
Total energy, ultrasoft: -97.6617 eV
Total energy, all-electron: -3.589010 Ha
Rotation slope, orbitals solved with V_U: 0.000000088 Ha
Rotation slope, orbitals solved without V_U: -0.049697 Ha
dE/dU, finite difference: 0.0335723
dE/dU, half Tr(n-n^2): 0.0335720
OK
```
